# Why hydraulic diameter does not fix free-molecular conductance: a numerical check

```python
"""Free-molecular conductance of long ducts: why hydraulic diameter is not enough.

Result under test, for a long duct with convex section and diffuse walls:
    C = vbar * I / (8 L),  I = integral of chord^2 over all in-plane lines (dp dphi)
      = vbar * P * <chord^2> / (8 L).
A, P: area and perimeter; L: length; vbar: mean thermal speed; D_h = 4 A / P.
The hydraulic rule is C_h = vbar * A * D_h / (3 L).
The transmission probability is W = C / (vbar A / 4), so W = lam / L with
lam = I / (2 A); the hydraulic rule would give lam = 4 D_h / 3.
A slot has width a and gap b. Geometry tests use b = 1.
"""
import numpy as np
from scipy.constants import k as k_B, N_A, pi
from scipy.optimize import brentq
from scipy.special import ellipe, ellipk


def rectangle_I(a, b):
    return (2*a*a*b*np.arcsinh(b/a) + 2*a*b*b*np.arcsinh(a/b)
            + 2/3*(a**3 + b**3 - (a*a + b*b)**1.5))


def rectangle_chord(a, b, p, c, s):
    """Chord by clipping the line p*(-s,c) + t*(c,s) against two slabs."""
    low = np.maximum((-a/2 + p*s)/c, (-b/2 - p*c)/s)
    high = np.minimum((a/2 + p*s)/c, (b/2 - p*c)/s)
    return np.maximum(high - low, 0)


def ellipse_chord(u, v, p, c, s):
    """Chord from the two roots of the line-ellipse quadratic."""
    q2 = c*c/u**2 + s*s/v**2
    q1 = 2*p*s*c*(1/v**2 - 1/u**2)
    q0 = p*p*(s*s/u**2 + c*c/v**2) - 1
    return np.sqrt(np.maximum(q1*q1 - 4*q2*q0, 0))/q2


def line_moments(chord, half_width, cuts, threshold):
    """Integrals over lines of 1, chord, chord^2, and 1, chord^2 for long chords."""
    nodes, weights = np.polynomial.legendre.leggauss(60)
    fractions = (np.arange(4000) + 0.5)/2000 - 1
    total = np.zeros(5)
    for left, right in zip(cuts[:-1], cuts[1:]):
        for x, w in zip(nodes, weights):
            phi = (left + right)/2 + (right - left)/2*x
            c, s = np.cos(phi), np.sin(phi)
            h = half_width(c, s)
            ell = chord(h*fractions, c, s)
            is_long = ell > threshold
            means = np.array([np.mean(ell > 0), ell.mean(), np.mean(ell**2),
                              is_long.mean(), np.mean(ell**2*is_long)])
            total += 2*w*(right - left)/2*2*h*means   # factor 2: mirror angles
    return total


def rectangle_moments(a, b):
    cuts = [0, np.arctan(b/a), np.arcsin(0.2), pi/2]
    return line_moments(lambda p, c, s: rectangle_chord(a, b, p, c, s),
                        lambda c, s: (a*s + b*c)/2, cuts, 5*b)


def cosine_direction(rng, n):
    """Normal component and two tangential components of diffuse emission."""
    r = 1 - rng.random(n)
    angle = 2*pi*rng.random(n)
    t = np.sqrt(1 - r)
    return np.sqrt(r), t*np.cos(angle), t*np.sin(angle)


def slot_trajectories(a, b, L1, L2, n, rng):
    """Count molecules that get past L1 and past L2 before returning to the inlet."""
    x, y, z = a*rng.random(n), b*rng.random(n), np.zeros(n)
    uz, ux, uy = cosine_direction(rng, n)
    passed = np.zeros(n, bool)
    n1 = n2 = 0
    while z.size:
        tx = np.where(ux > 0, a - x, x)/np.abs(ux)
        ty = np.where(uy > 0, b - y, y)/np.abs(uy)
        hit_x = tx < ty
        t = np.minimum(tx, ty)
        z = z + t*uz
        new = (z > L1) & ~passed
        n1 += new.sum()
        n2 += (z > L2).sum()
        passed |= new
        x = np.where(hit_x, np.where(ux > 0, a, 0.0), x + t*ux)
        y = np.where(hit_x, y + t*uy, np.where(uy > 0, b, 0.0))
        keep = (z > 0) & (z < L2)
        x, y, z, passed = x[keep], y[keep], z[keep], passed[keep]
        hit_x, sx, sy = hit_x[keep], -np.sign(ux[keep]), -np.sign(uy[keep])
        normal, tangent, uz = cosine_direction(rng, z.size)
        ux = np.where(hit_x, sx*normal, tangent)
        uy = np.where(hit_x, tangent, sy*normal)
    return int(n1), int(n2)


def tube_trajectories(R, L1, L2, n, rng):
    """Same count for a circular tube; symmetry leaves only axial jumps to follow."""
    radius = R*np.sqrt(rng.random(n))
    uz, ux, uy = cosine_direction(rng, n)
    q = ux**2 + uy**2
    z = uz*(-radius*ux + np.sqrt((radius*ux)**2 + q*(R*R - radius**2)))/q
    passed = np.zeros(n, bool)
    n1 = n2 = 0
    while z.size:
        new = (z > L1) & ~passed
        n1 += new.sum()
        n2 += (z > L2).sum()
        passed |= new
        keep = (z > 0) & (z < L2)
        z, passed = z[keep], passed[keep]
        normal, tangent, axial = cosine_direction(rng, z.size)
        z = z + axial*2*R*normal/(normal**2 + tangent**2)
    return int(n1), int(n2)


def length_from_counts(n1, n2, n, L1, L2):
    """lam from the slope of 1/W, and its relative statistical error."""
    lam = (L2 - L1)/(n/n2 - n/n1)
    q = n2/n1
    return lam, np.sqrt((1 - n1/n)/n1 + 1/(q*(1 - q)*n1))


def infinite_slot_transmission(L, cells=1000):
    """Wall-balance equation for two infinitely wide plates with unit gap."""
    edges = np.linspace(0, L, cells + 1)
    x = (edges[1:] + edges[:-1])/2
    F = lambda s: s/(2*np.sqrt(1 + s*s))
    K = F(edges[None, 1:] - x[:, None]) - F(edges[None, :-1] - x[:, None])
    exit_probability = np.linalg.solve(np.eye(cells) - K, 0.5 - F(L - x))
    direct = np.sqrt(1 + L*L) - L
    return direct + 2*np.sum((0.5 - F(x))*exit_probability)*L/cells


# --- chord moments, closed form and wide-slot limit ---
aspect = 50.0
M = rectangle_moments(aspect, 1.0)
P1, A1, I1 = 2*(aspect + 1), aspect, rectangle_I(aspect, 1.0)
assert abs(M[0]/P1 - 1) < 1e-4
assert abs(M[1]/(pi*A1) - 1) < 1e-4
assert abs(M[2]/I1 - 1) < 1e-4
long_fraction, long_share = M[3]/M[0], M[4]/M[2]
tail_fraction = 1 - np.sqrt(1 - 1/25)     # parallel-plate chord law beyond 5 gaps
assert abs(long_fraction/tail_fraction - 1) < 0.05   # finite width alters the tail
M500 = rectangle_moments(500.0, 1.0)
wide_I = 2*500*(np.log(1000) + 0.5)
assert abs(M500[2]/wide_I - 1) < 1e-3                # next term is of order b/a

# circle of unit diameter, by the same line quadrature
MC = line_moments(lambda p, c, s: ellipse_chord(0.5, 0.5, p, c, s),
                  lambda c, s: 0.5, [0, pi/2], 5.0)
assert abs(MC[2]/MC[0] - 2/3) < 1e-5
circle_spread = MC[2]*MC[0]/MC[1]**2
slot_spread = M[2]*M[0]/M[1]**2

# ellipse with the same area and perimeter as the slot
def ellipse_perimeter(u):
    return 4*u*ellipe(1 - (A1/(pi*u*u))**2)
u_e = brentq(lambda u: ellipse_perimeter(u) - P1, np.sqrt(A1/pi), P1/4)
v_e = A1/(pi*u_e)
I_e = 32/3*u_e*v_e**2*ellipk(1 - (v_e/u_e)**2)
ME = line_moments(lambda p, c, s: ellipse_chord(u_e, v_e, p, c, s),
                  lambda c, s: np.sqrt((u_e*s)**2 + (v_e*c)**2),
                  [0, v_e/u_e, 0.2, pi/2], 5.0)
assert abs(ME[0]/P1 - 1) < 1e-4 and abs(ME[1]/(pi*A1) - 1) < 1e-4
assert abs(ME[2]/I_e - 1) < 1e-4
assert abs(ME[2]/M[2] - 1) > 0.02                    # A and P do not fix C

# --- transport law against molecular trajectories ---
# Tolerance 10 %: sampling error plus slowly decaying end effects of finite ducts.
rng = np.random.default_rng(12345)
n_tube, n_slot = 300000, 200000
t1, t2 = tube_trajectories(0.5, 10, 20, n_tube, rng)
lam_tube, err_tube = length_from_counts(t1, t2, n_tube, 10, 20)
s1, s2 = slot_trajectories(8.0, 1.0, 40, 80, n_slot, rng)
lam_slot, err_slot = length_from_counts(s1, s2, n_slot, 40, 80)
lam_slot_formula = rectangle_I(8.0, 1.0)/(2*8.0)
lam_slot_hydraulic = 4/3*(2*8.0/9.0)
assert abs(lam_tube/(4/3) - 1) < 0.10
assert abs(lam_slot/lam_slot_formula - 1) < 0.10
assert lam_slot/lam_slot_hydraulic > 1.2             # hydraulic rule fails

# --- infinitely wide slot: length replaces width as cutoff ---
W100, W200 = infinite_slot_transmission(100.0), infinite_slot_transmission(200.0)
log_slope = (200*W200 - 100*W100)/np.log(2)
assert abs(log_slope - 1) < 0.10                     # corrections decay slowly

# --- worked example in SI units ---
T, pressure, molar_mass, d_coll = 500.0, 10.0, 0.100, 0.6e-9
b, L = 100e-9, 100e-6
a = aspect*b
vbar = np.sqrt(8*k_B*T/(pi*molar_mass/N_A))
mfp = k_B*T/(np.sqrt(2)*pi*d_coll**2*pressure)
A, P = a*b, 2*(a + b)
D_h = 4*A/P
A_tube = pi*D_h**2/4
C_slot = vbar*rectangle_I(a, b)/(8*L)
C_hyd = vbar*A*D_h/(3*L)
C_tube = vbar*A_tube*D_h/(3*L)
C_ell = vbar*I_e*b**3/(8*L)
ratio = C_slot/C_hyd
assert mfp > L > a > b
assert abs(ratio/(slot_spread/circle_spread) - 1) < 2e-4

print(f"temperature {T:.0f} K; pressure {pressure:.0f} Pa")
print(f"molar mass {molar_mass*1e3:.0f} g/mol; collision diameter {d_coll*1e9:.1f} nm")
print(f"slot gap b {b*1e9:.0f} nm; width a {a*1e6:.1f} um; length L {L*1e6:.0f} um")
print(f"mean speed {vbar:.2f} m/s; mean free path {mfp*1e6:.0f} um")
print(f"slot area {A*1e12:.4f} um^2; perimeter {P*1e6:.2f} um")
print(f"hydraulic diameter = tube diameter {D_h*1e9:.2f} nm")
print(f"tube area {A_tube*1e12:.5f} um^2; slot/tube area {A/A_tube:.3f}")
print(f"mean chord, slot and tube {M[1]/M[0]*b*1e9:.2f} nm, {MC[1]/MC[0]*D_h*1e9:.2f} nm")
print(f"rms chord, slot {np.sqrt(M[2]/M[0])*b*1e9:.2f} nm")
print(f"rms chord, tube {np.sqrt(MC[2]/MC[0])*D_h*1e9:.2f} nm")
print(f"<l^2>/<l>^2, slot {slot_spread:.4f}; circle {circle_spread:.4f}")
print(f"relative chord variance, slot {slot_spread-1:.4f}; circle {circle_spread-1:.4f}")
print(f"chord integral I, slot {rectangle_I(a, b)*1e18:.5f} um^3")
print(f"conductance, slot {C_slot:.4e} m^3/s")
print(f"conductance, slot by hydraulic rule {C_hyd:.4e} m^3/s")
print(f"conductance, single tube {C_tube:.4e} m^3/s")
print(f"conductance per area, slot {C_slot/A:.4f} m/s; tube {C_tube/A_tube:.4f} m/s")
print(f"slot/tube conductance per area {ratio:.4f}")
print(f"wide-slot estimate of this ratio {3/8*(np.log(2*aspect)+0.5):.4f}")
print(f"transmission, slot {4*C_slot/(vbar*A):.5f}; tube {4*D_h/(3*L):.5f}")
print(f"molecular current into vacuum, slot {C_slot*pressure/(k_B*T):.4e} 1/s")
print(f"same current by hydraulic rule {C_hyd*pressure/(k_B*T):.4e} 1/s")
print(f"chords longer than 5 gaps: fraction {long_fraction:.4f}")
print(f"their share of <l^2> {long_share:.4f}; plate-law fraction {tail_fraction:.4f}")
print(f"equal-A,P ellipse: semi-axes {u_e*b*1e6:.4f} um, {v_e*b*1e9:.2f} nm")
print(f"ellipse conductance {C_ell:.4e} m^3/s; ellipse/slot {C_ell/C_slot:.4f}")
for r in (1, 10, 100, 1000):
    exact_ratio = rectangle_I(r, 1.0)/8/(r*(2*r/(r + 1))/3)
    print(f"a/b = {r}: C/C_h = {exact_ratio:.4f}")
print(f"lower bound on C/C_h for convex sections {3*pi**2/32:.4f}")
print(f"trajectories: tube {n_tube}, slot {n_slot}")
print(f"tube L/D = 10, 20: transmission {t1/n_tube:.4f}, {t2/n_tube:.4f}")
print(f"tube lam/D: trajectories {lam_tube:.3f}, formula {4/3:.3f}")
print(f"tube relative sampling error {100*err_tube:.1f} %")
print(f"slot a/b = 8, L/b = 40, 80: transmission {s1/n_slot:.4f}, {s2/n_slot:.4f}")
print(f"slot lam/b: trajectories {lam_slot:.3f}, chord formula {lam_slot_formula:.3f}")
print(f"slot lam/b: hydraulic rule {lam_slot_hydraulic:.3f}")
print(f"slot relative sampling error {100*err_slot:.1f} %")
print(f"infinitely wide slot, L/b = 100, 200: W = {W100:.5f}, {W200:.5f}")
print(f"slope of W L/b against ln(L/b) {log_slope:.4f}")
print("tests ok")
```

It prints:

```
temperature 500 K; pressure 10 Pa
molar mass 100 g/mol; collision diameter 0.6 nm
slot gap b 100 nm; width a 5.0 um; length L 100 um
mean speed 325.37 m/s; mean free path 432 um
slot area 0.5000 um^2; perimeter 10.20 um
hydraulic diameter = tube diameter 196.08 nm
tube area 0.03020 um^2; slot/tube area 16.558
mean chord, slot and tube 154.00 nm, 154.00 nm
rms chord, slot 223.87 nm
rms chord, tube 160.10 nm
<l^2>/<l>^2, slot 2.1132; circle 1.0808
relative chord variance, slot 1.1132; circle 0.0808
chord integral I, slot 0.51118 um^3
conductance, slot 2.0790e-13 m^3/s
conductance, slot by hydraulic rule 1.0633e-13 m^3/s
conductance, single tube 6.4214e-15 m^3/s
conductance per area, slot 0.4158 m/s; tube 0.2127 m/s
slot/tube conductance per area 1.9553
wide-slot estimate of this ratio 1.9144
transmission, slot 0.00511; tube 0.00261
molecular current into vacuum, slot 3.0116e+08 1/s
same current by hydraulic rule 1.5403e+08 1/s
chords longer than 5 gaps: fraction 0.0198
their share of <l^2> 0.5502; plate-law fraction 0.0202
equal-A,P ellipse: semi-axes 2.5465 um, 62.50 nm
ellipse conductance 2.1983e-13 m^3/s; ellipse/slot 1.0574
a/b = 1: C/C_h = 1.1150
a/b = 10: C/C_h = 1.4556
a/b = 100: C/C_h = 2.1974
a/b = 1000: C/C_h = 3.0410
lower bound on C/C_h for convex sections 0.9253
trajectories: tube 300000, slot 200000
tube L/D = 10, 20: transmission 0.1096, 0.0592
tube lam/D: trajectories 1.288, formula 1.333
tube relative sampling error 1.2 %
slot a/b = 8, L/b = 40, 80: transmission 0.0693, 0.0372
slot lam/b: trajectories 3.219, chord formula 3.314
slot lam/b: hydraulic rule 2.370
slot relative sampling error 1.9 %
infinitely wide slot, L/b = 100, 200: W = 0.04710, 0.02710
slope of W L/b against ln(L/b) 1.0250
tests ok
```
